\section*{The asymptotic dechannelling rate in a harmonic planar channel}

An ion travelling between two atomic planes of a crystal is steered by their repulsion, while small collisions gradually raise the energy of its sideways motion. Suppose that this transverse energy rises on average by $Q$ per unit depth and that the ion leaves the channel when it reaches $B$. From an energy per length and an energy, one inverse length can be formed, $Q/B$. The sideways oscillation brings in a further length, its wavelength $\Lambda$, and with it one dimensionless number. For small kicks in a uniformly heated harmonic channel the final decay rate of the channelled fraction must therefore have the form
\begin{equation}
\kappa_1=\frac{Q}{B}\,F\!\left(\frac{Q\Lambda}{B}\right).
\end{equation}
When the energy gained per oscillation is small compared with $B$, the rate approaches $F(0)\,Q/B$. Dimensional reasoning cannot supply $F(0)$, which depends on how the energies of the surviving ions are distributed. The value derived below is $F(0)=1.446$.

Let $z$ be the depth, $x$ the distance from the mid-plane of the channel and $p$ the transverse momentum. The ion has mass $M$, speed $v$ and energy $E_0=Mv^2/2$, taken as constant for now. Its transverse energy is
\begin{equation}
E=K+U,\qquad K=\frac{p^2}{2M},\qquad U=B\frac{x^2}{x_c^2},
\end{equation}
so an ion with $E=B$ just reaches $|x|=x_c$. Between collisions $dx/dz=p/(Mv)$ and $dp/dz=-2Bx/(x_c^2v)$. Differentiating the first relation and using $Mv^2=2E_0$ gives
\begin{equation}
\frac{d^2x}{dz^2}=-\frac{B}{E_0x_c^2}\,x,\qquad
\Lambda=2\pi x_c\sqrt{\frac{E_0}{B}} .
\end{equation}
The wavelength does not depend on the amplitude, a property of the harmonic well that is used below.

A collision changes $p$ by a small random amount $\delta$, independent of $p$ and equally likely to have either sign. The energy changes by
\begin{equation}
\Delta E=\frac{(p+\delta)^2-p^2}{2M}=\frac{p\,\delta}{M}+\frac{\delta^2}{2M}.
\end{equation}
The first term averages to zero, and the second gives the local heating rate
\begin{equation}
q(x)=\frac{\langle\delta^2\rangle}{2M\,dz}.
\end{equation}
In the mean square of $\Delta E$ the cross term contains $\langle\delta^3\rangle=0$, and the term in $\delta^4$ is negligible for small kicks. What remains is $p^2\langle\delta^2\rangle/M^2$. The local diffusion coefficient in energy is half the mean square change per depth,
\begin{equation}
\frac{\langle\Delta E^2\rangle}{2\,dz}=\frac{p^2}{2M^2}\,(2Mq)=\frac{qp^2}{M}=2qK .
\end{equation}
For a given local heating rate, the energy spreads faster the faster the ion moves sideways, although the mean gain from a kick does not depend on $p$.

If $Q\Lambda/B\ll1$, the energy hardly changes during one oscillation, and both coefficients may be averaged over an orbit of fixed $E$. The average runs along each ion's own path, so ions need not have different phases. Write the orbit as $x=a\sin\phi$ with $a=x_c\sqrt{E/B}$. Then $K=E\cos^2\phi$, and $\phi$ advances uniformly with depth. With angle brackets now denoting the average over $\phi$,
\begin{equation}
D(E)=2E\,\langle q(a\sin\phi)\cos^2\phi\rangle .
\end{equation}
It might seem that the mean heating and the spread $D$ have to be specified separately. They do not. Since $da/dE=a/(2E)$, differentiation gives
\begin{equation}
\frac{dD}{dE}=2\langle q\cos^2\phi\rangle+\langle a\,q'\sin\phi\cos^2\phi\rangle ,
\end{equation}
where $q'=dq/dx$. Along the orbit $dq/d\phi=a\,q'\cos\phi$, so the last term equals $\langle (dq/d\phi)\sin\phi\cos\phi\rangle$. Integrating by parts over a full period leaves no boundary term, and the derivative of $\sin\phi\cos\phi$ is $2\cos^2\phi-1$. Hence
\begin{equation}
\frac{dD}{dE}=2\langle q\cos^2\phi\rangle-\langle q(2\cos^2\phi-1)\rangle=\langle q\rangle .
\label{identity}
\end{equation}
This holds for any smooth heating profile in the harmonic channel. If the orbit-averaged heating is the same constant $Q$ at every energy, then, because $D(0)=0$,
\begin{equation}
D(E)=QE .
\end{equation}

Let $f(E,z)\,dE$ be the fraction of ions in the channel with energy between $E$ and $E+dE$. A mean drift $Q$ and a diffusion coefficient $D$ give the flux towards higher energy
\begin{equation}
J=Qf-\frac{\partial}{\partial E}(QEf)=Qf-Qf-QE\frac{\partial f}{\partial E}
=-QE\frac{\partial f}{\partial E}.
\end{equation}
Conservation of ions, $\partial f/\partial z=-\partial J/\partial E$, then yields
\begin{equation}
\frac{\partial f}{\partial z}=Q\frac{\partial}{\partial E}\left(E\frac{\partial f}{\partial E}\right).
\label{diffusion}
\end{equation}
The absorbing barrier requires $f(B,z)=0$. No ions enter or leave at the bottom of the well, so $J\to0$ as $E\to0$.

A distribution that keeps its shape while decaying has the form $f=g(E)e^{-\kappa z}$, with $Q(Eg')'=-\kappa g$. Put $s=\sqrt{E/B}$, so that $E=Bs^2$ and $d/dE=(2Bs)^{-1}d/ds$. Then
\begin{align}
E\frac{dg}{dE}&=\frac{s}{2}\frac{dg}{ds},\\
\frac{d}{dE}\left(E\frac{dg}{dE}\right)&=\frac{1}{4Bs}\frac{d}{ds}\left(s\frac{dg}{ds}\right),
\end{align}
and the mode equation becomes
\begin{equation}
\frac1s\frac{d}{ds}\left(s\frac{dg}{ds}\right)+\mu^2g=0,\qquad \mu^2=\frac{4B\kappa}{Q}.
\end{equation}
This is Bessel's equation of order zero, with solutions $J_0(\mu s)$ and $Y_0(\mu s)$. Near $s=0$ the second behaves as $(2/\pi)\ln s$. It makes $E\,dg/dE$ tend to $1/\pi$ and so describes a source or sink of ions at zero energy; the zero-flux condition excludes it. The condition at $s=1$ is then $J_0(\mu)=0$. If $j_{0n}$ is the $n$th positive zero of $J_0$,
\begin{equation}
\kappa_n=\frac{j_{0n}^2}{4}\frac{Q}{B},\qquad
\kappa_1=\frac{(2.404826)^2}{4}\frac{Q}{B}=1.446\,\frac{Q}{B}.
\label{rate}
\end{equation}
The smallest rate governs the final decay. Solving (\ref{diffusion}) directly on a grid of 800 equal energy cells, without Bessel functions, gives the coefficient 1.445797, against 1.445796 from (\ref{rate}).

The variable $s$ has a geometrical meaning. In the plane with coordinates $X=x/x_c$ and $P=p/\sqrt{2MB}$ one has $X^2+P^2=E/B=s^2$. The channelled ions fill a unit disc, around which the oscillation carries them. Kicks spread them along $P$ alone, with diffusion coefficient $Q/(2B)$ for uniform heating. Rapid rotation shares this equally between the two directions, leaving isotropic diffusion with coefficient $Q/(4B)$. The factor four in (\ref{rate}) thus combines the factor two in the definition of diffusion with the factor two from rotation, and $j_{01}^2$ belongs to a disc with an absorbing rim.

Why the rate exceeds $Q/B$ follows from an energy balance. Multiply (\ref{diffusion}) by $B-E$ and integrate over the final mode, whose remaining fraction is $N=\int_0^Bf\,dE$. The left side is $-\kappa_1(B-\bar E)N$, where $\bar E$ is the mean energy of the survivors. On the right, two integrations by parts give
\begin{align}
Q\int_0^B(B-E)\frac{\partial}{\partial E}\left(E\frac{\partial f}{\partial E}\right)dE
&=Q\int_0^BE\frac{\partial f}{\partial E}\,dE\nonumber\\
&=-Q\int_0^Bf\,dE=-QN .
\end{align}
The boundary terms vanish through $B-E=0$ or $f=0$ at the barrier and through the factor $E$ at the bottom. Therefore
\begin{equation}
\kappa_1=\frac{Q}{B-\bar E},\qquad \frac{\bar E}{B}=1-\frac{4}{j_{01}^2}=0.308 .
\label{balance}
\end{equation}
On average, a survivor already has about three tenths of the barrier energy and needs to gain only the rest.

The inverse rate should be distinguished from the mean depth $\tau(E)$ at which an ion of given initial energy escapes. After a step $dz$ the ion has energy $E+\Delta E$, so $\tau(E)=dz+\langle\tau(E+\Delta E)\rangle$. Expansion to first order in $dz$ gives
\begin{equation}
0=1+Q\tau'+QE\tau''=1+Q(E\tau')'.
\end{equation}
Integration gives $E\tau'=-E/Q$, the constant being zero because $\tau$ is finite at $E=0$. With $\tau(B)=0$,
\begin{equation}
\tau(E)=\frac{B-E}{Q}.
\end{equation}
An ion starting at rest on the mid-plane travels on average $B/Q$. The shorter depth $1/\kappa_1=0.692\,B/Q$ is the average of $\tau$ over the final distribution, in agreement with (\ref{balance}).

The approach to the final law depends on how the beam enters. Take a beam parallel to the planes and count the ions that enter with $|x|<x_c$, uniformly in $x$. Having no transverse momentum, such an ion has $s=|x|/x_c$, which is uniform between 0 and 1, so $f(E,0)\,dE=ds$. Expand $f(E,0)=\sum_nb_nJ_0(j_{0n}s)$ and use $dE=2Bs\,ds$ together with
\begin{equation}
\int_0^1J_0(j_{0m}s)J_0(j_{0n}s)\,s\,ds=\frac{\delta_{mn}}{2}J_1^2(j_{0n}).
\end{equation}
Multiplying the expansion by $J_0(j_{0n}s)$ and integrating over $E$ gives
\begin{equation}
b_n=\frac{I_n}{BJ_1^2(j_{0n})},\qquad I_n=\int_0^1J_0(j_{0n}s)\,ds .
\end{equation}
Each mode contains $\int_0^BJ_0\,dE=2BJ_1(j_{0n})/j_{0n}$ ions per unit amplitude, because $(sJ_1)'=sJ_0$. The channelled fraction is therefore
\begin{equation}
N(z)=\sum_na_ne^{-\kappa_nz},\qquad a_n=\frac{2I_n}{j_{0n}J_1(j_{0n})}.
\label{series}
\end{equation}
If instead all ions start with $E=0$, then $I_n$ is replaced by $J_0(0)=1$. The amplitudes change, but the rates do not.

For an example, take values in the regime of 2 MeV helium ions in a major planar channel of silicon, a case relevant to ion-beam analysis and to implantation for carrier-lifetime control. The rough values chosen are $B=20$ eV, $x_c=0.08$ nm and $Q=0.01$ eV/nm. Then
\begin{equation}
\kappa_1=1.446\times\frac{0.01\ \mathrm{eV/nm}}{20\ \mathrm{eV}}
=7.23\times10^{-4}\ \mathrm{nm^{-1}},
\end{equation}
or 0.723 per micrometre, and the fraction falls by a factor $e$ in 1383 nm. The survivors have a mean transverse energy of 6.17 eV, and $0.01/(20-6.17)$ gives the same rate through (\ref{balance}). An ion starting with $E=0$ escapes on average after 2000 nm.

For the parallel beam $a_1=0.979$ and $a_2=-0.129$. The series gives channelled fractions of 0.779, 0.664, 0.473 and 0.231 at 250, 500, 1000 and 2000 nm. The first mode alone gives 0.818, 0.682, 0.475 and 0.231. Since $\kappa_2=5.27\,\kappa_1$, the two agree to better than one per cent from 1000 nm onwards at the depths listed. Evolution on the energy grid reproduces the series to within 0.0001 at these depths.

The decay does not slow steadily towards its final rate. From the fractions, the mean logarithmic rate is $-\ln(0.779)/250=1.00\times10^{-3}$ nm$^{-1}$ over the first 250 nm, but $\ln(0.779/0.664)/250=6.4\times10^{-4}$ nm$^{-1}$ over the next 250 nm, below $\kappa_1$. The signs in (\ref{series}) account for this. Because $a_2$ and $J_1(j_{02})$ are both negative, $I_2$ and $b_2$ are positive, while $J_0(j_{02}s)$ is negative just inside the barrier. Once the higher modes have faded, the second mode therefore leaves too few ions near the barrier compared with the final distribution, and fewer escape until that region refills. A decay rate fitted to a shallow layer can err in either direction.

The orbit average requires a small gain per oscillation. Here $\Lambda=159$ nm, so $Q\Lambda/B=0.01\times159/20=0.079$. For uniform local heating the average can be avoided by solving for the density $\rho(X,P,z)$ in the disc,
\begin{equation}
\frac{\partial\rho}{\partial z}=-\frac{2\pi}{\Lambda}
\left(P\frac{\partial\rho}{\partial X}-X\frac{\partial\rho}{\partial P}\right)
+\frac{Q}{2B}\frac{\partial^2\rho}{\partial P^2},
\end{equation}
with $\rho=0$ on the rim. The resulting rate is 0.02\% below (\ref{rate}), and the difference falls to about 0.0026\% when $Q$ is reduced fourfold with the channel unchanged. For a true energy barrier, averaging is very accurate here.

Real removal happens near the atomic planes, at a position. An ion kicked above $B$ near mid-channel stays until it next reaches $|x|=x_c$, and another kick may bring it back below $B$ first. Simulated trajectories removed at $|x|=x_c$, counted between depths $0.6B/Q$ and $1.6B/Q$, decay at $0.848\pm0.009$ of the rate (\ref{rate}), where the uncertainty is one standard error. With $Q$ eight times smaller the ratio is $0.940\pm0.010$. The channelled fractions, the survivors' mean energy and the mean escape depth given earlier for this example also assume removal at an energy. With the original $Q$ and removal at $|x|=x_c$, the same parallel beam retains more ions, about 0.85, 0.75, 0.57 and 0.31 at 250, 500, 1000 and 2000 nm. The mean transverse energy of the survivors near 2000 nm is then about 7.3 eV, and an ion starting with $E=0$ escapes on average after about 2350 nm.

The size of this effect can be understood from the spread in energy acquired near the barrier in half an oscillation,
\begin{equation}
\sqrt{2QB\,\frac{\Lambda}{2}}=B\sqrt{\frac{Q\Lambda}{B}}=0.28\,B .
\end{equation}
Late removal acts like a barrier raised by some fraction of this spread, so the deficit in rate should scale roughly as $\sqrt{Q\Lambda/B}$. An eightfold reduction in $Q$ would then divide it by 2.8. The simulated deficits, 0.152 and 0.060, have a ratio of 2.5, compatible with this scaling within their statistical error. The limit (\ref{rate}) is thus approached much more slowly for removal at a wall than for removal at an energy.

In silicon the spacing of the \{110\} planes is about 0.2 nm and planar barriers for fast helium are tens of electronvolts, so $x_c$ and $B$ have realistic magnitudes. A static Moli\`ere continuum potential, without thermal vibration, gives about 26 to 31 eV at $x=0.08$ nm depending on the screening length, so $B=20$ eV is on the low side, and the rate scales as $1/B$. The heating rate is less certain. An electron initially at rest that receives energy $T$ acquires momentum $\sqrt{2m_eT}$, which is nearly all transverse to the ion's path when $T$ is far below the largest possible transfer. The ion recoils equally, and on average half the squared momentum lies across the planes, giving a transverse energy $m_eT/(2M)$. Summed over collisions, with a rough stopping $S=200$ eV/nm, this is $m_eS/(2M)=0.014$ eV/nm. The estimate treats all stopping as such soft binary collisions with electrons at rest and omits scattering by nuclei, so it supports the order of magnitude of $Q$ and no more.

Of the other departures estimated here, uneven heating matters most. Electrons are denser and nuclei closer near the planes. Suppose $q=q_c(1+2x^2/x_c^2)$, a threefold rise from centre to wall, with the average over $|x|<x_c$ kept equal to $Q$. That average is $q_c(1+2/3)$, so $q_c=0.6\,Q$. On an orbit $\langle x^2\rangle=x_c^2E/(2B)$, hence $\langle q\rangle=0.6\,Q(1+E/B)$. By (\ref{identity}), $D=0.6\,Q(E+E^2/2B)$, and the energy equation then gives 0.760 of the rate (\ref{rate}). Most of the reduction arises because survivors spend their time where heating is weak: at $E/B=0.308$ the orbit average is $0.785\,Q$. The profile is illustrative, but it shows that a spatial average of the heating is not the $Q$ of the theorem.

Stopping also damps the transverse motion. A drag $S$ along the path gives $dp/dz=-Sp/(2E_0)$, hence $dK/dz=-SK/E_0$. Since $K$ averages to $E/2$, the energy drains at $SE/(2E_0)$. At the barrier this is $200\times20/(2\times2\times10^6)=0.001$ eV/nm, one tenth of $Q$, and it lowers the final rate by 3.4\% at fixed $E_0$. The ion also loses 0.28 MeV, or 14\% of its energy, over one $1/e$ depth, so $Q$ and $\Lambda$ drift with depth and a single exponential is itself approximate.

Real planar potentials are flatter in the middle and steeper at the walls than a parabola. For $U\propto\cosh(x/\ell)-1$ with $\ell=0.03$ nm, and with $B$, $x_c$ and the orbit-averaged heating held fixed, the rate is 0.974 of the harmonic value. Quantization should matter little: the transverse levels are spaced by $2\pi\hbar v/\Lambda=0.26$ eV, so about 78 lie below the barrier.

These corrections were computed one at a time, and nothing here shows that they multiply. In this example each lowers the rate, the two largest by 15\% and 24\%. Rare large-angle nuclear collisions and crystal defects, both left out, remove ions by other routes, while ions that re-enter the channel offset part of the loss. For these parameters 0.7 per micrometre is therefore a scale for the dechannelling rate. The third digit of the coefficient 1.446 belongs to the weak-heating limit of the harmonic model.

\section*{Computed results}
\begin{verbatim}
ion energy: 2.00 MeV
barrier energy B: 20.0 eV
channel half-width x_c: 0.080 nm
heating rate Q: 0.0100 eV/nm
stopping used for estimates: 200 eV/nm
first zero j01: 2.404826
coefficient j01^2/4: 1.445796
coefficient from energy grid: 1.445797
second rate / first rate: 5.2689
final mean energy / B: 0.30834
final mean energy / B from grid: 0.30834
final mean transverse energy: 6.167 eV
dechannelling rate: 7.2290e-04 1/nm
dechannelling rate: 0.7229 1/um
1/e depth: 1383.3 nm
mean escape depth from E=0, B/Q: 2000.0 nm
first amplitude, parallel beam: 0.97944
second amplitude, parallel beam: -0.12902
depth 250 nm: fraction series 0.7792, grid 0.7792, first mode 0.8175
depth 500 nm: fraction series 0.6643, grid 0.6643, first mode 0.6823
depth 1000 nm: fraction series 0.4725, grid 0.4725, first mode 0.4754
depth 2000 nm: fraction series 0.2307, grid 0.2306, first mode 0.2307
depth 4000 nm: fraction series 0.0543, grid 0.0543, first mode 0.0543
oscillation wavelength: 158.95 nm
gain per oscillation / B: 0.07948
energy-barrier rate shift: -0.0200 %
same shift, heating/4: -0.0025 %
wall-removal rate / formula: 0.848 +- 0.009
same ratio, heating/8: 0.940 +- 0.010
damping parameter S*B/(2*E0*Q): 0.1000
damped rate / formula: 0.9658
energy lost in one 1/e depth: 0.2767 MeV
fraction of ion energy lost: 0.1383
plane-field decay length: 0.030 nm
steep-wall rate / formula: 0.9739
heating ratio, wall to centre: 3.0
rising-heating rate / formula: 0.7599
transverse level spacing: 0.2555 eV
number of levels below B: 78.3
heating estimate m_e*S/(2M): 0.01371 eV/nm
\end{verbatim}
